# Kinetic and exchange energy of the two-dimensional electron gas: verification in Python

```python
"""
Two-dimensional electron gas with 1/r interaction, Hartree atomic units.
Result under test, for the Slater determinant of plane waves that fills
one disc in k-space for each spin:
  k_sigma = sqrt(2 (1 +- zeta)) / rs
  t       = (1 + zeta^2) / (2 rs^2)                 kinetic, per electron
  e_x     = -4 sqrt(2)/(3 pi rs) * [(1+zeta)^1.5 + (1-zeta)^1.5]/2
rs: radius of the circle holding one electron, density n = 1/(pi rs^2)
zeta: spin polarization (n_up - n_down)/n
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1, j0, j1


def fermi_radius(rs, zeta_signed):
    return np.sqrt(2 * (1 + zeta_signed)) / rs


def kinetic_formula(rs, zeta):
    return (1 + zeta**2) / (2 * rs**2)


def exchange_formula(rs, zeta):
    spin_factor = ((1 + zeta)**1.5 + (1 - zeta)**1.5) / 2
    return -4 * np.sqrt(2) / (3 * np.pi * rs) * spin_factor


def exchange_real_space(n_up, n_down):
    """-(1/2n) sum_sigma int d^2r rho_sigma(r)^2 / r, for unit coupling."""
    total = 0.0
    for n_spin in (n_up, n_down):
        if n_spin <= 0:
            continue
        k = np.sqrt(4 * np.pi * n_spin)

        def integrand(r):
            rho = k * j1(k * r) / (2 * np.pi * r)
            return 2 * np.pi * r * rho**2 / r

        # the part beyond k r = 200 is about 1e-5 of the whole
        total += quad(integrand, 0, 200 / k, limit=500,
                      epsabs=0, epsrel=1e-8)[0]
    return -total / (2 * (n_up + n_down))


def exchange_numeric(rs, zeta):
    n = 1 / (np.pi * rs**2)
    return exchange_real_space(n * (1 + zeta) / 2, n * (1 - zeta) / 2)


# --- Fermi radii and kinetic energy: explicit count of states in a box ---
rs_box, zeta_box, side = 1.0, 0.5, 1000.0
m = np.arange(-300, 301)
k_squared = (2 * np.pi / side)**2 * (m[:, None]**2 + m[None, :]**2)
n_box = 1 / (np.pi * rs_box**2)
kinetic_sum, electrons = 0.0, 0
for s in (+1, -1):
    inside = k_squared <= fermi_radius(rs_box, s * zeta_box)**2
    count = int(inside.sum())
    expected = n_box * (1 + s * zeta_box) / 2 * side**2
    # a finite lattice count fluctuates at the rim of the disc
    assert abs(count / expected - 1) < 1e-3
    kinetic_sum += 0.5 * k_squared[inside].sum()
    electrons += count
kinetic_box = kinetic_sum / electrons
assert abs(kinetic_box / kinetic_formula(rs_box, zeta_box) - 1) < 1e-3

# --- Fourier transform of exp(-eta r)/r in the plane ---
q, eta = 1.3, 0.3
transform = quad(lambda r: 2 * np.pi * j0(q * r) * np.exp(-eta * r),
                 0, 40 / eta, limit=500)[0]
assert abs(transform - 2 * np.pi / np.hypot(q, eta)) < 1e-6

# --- potential 1/distance of a unit disc at its rim, summed over rings ---
# the angular integral over one ring is a complete elliptic integral
rim = quad(lambda p: 4 * p / (1 + p) * ellipkm1(((1 - p) / (1 + p))**2),
           0, 1, limit=200)[0]
assert abs(rim - 4) < 1e-6

# --- density matrix from its definition as an integral over the disc ---
k_test = 1.7
for r in (0.4, 2.0, 5.0):
    direct = quad(lambda kx: 2 * np.sqrt(k_test**2 - kx**2)
                  * np.cos(kx * r), -k_test, k_test)[0] / (4 * np.pi**2)
    assert abs(direct - k_test * j1(k_test * r) / (2 * np.pi * r)) < 1e-7


# --- exchange: sum over pairs of occupied plane waves in a periodic box ---
def exchange_box(radius, size):
    """Returns (electron number, e_x * rs) for the unpolarized box."""
    index = np.fft.fftfreq(size) * size
    square = index[:, None]**2 + index[None, :]**2
    occupied = (square <= radius**2).astype(float)
    pairs = np.fft.ifft2(np.abs(np.fft.fft2(occupied))**2).real
    distance = np.sqrt(square)
    distance[0, 0] = np.inf          # equal k: cancelled by the background
    pair_sum = (pairs / distance).sum()
    number = 2 * occupied.sum()
    side_over_rs = np.sqrt(np.pi * number)
    return number, -pair_sum / (side_over_rs * number)


N1, ex1 = exchange_box(60.3, 256)
N2, ex2 = exchange_box(120.3, 512)
# leading finite-size error is proportional to 1/sqrt(N)
ex_limit = ((np.sqrt(N2) * ex2 - np.sqrt(N1) * ex1)
            / (np.sqrt(N2) - np.sqrt(N1)))
assert abs(ex_limit / exchange_formula(1.0, 0.0) - 1) < 1e-3

# --- exchange: real-space integral for several densities and spins ---
for rs_t, zeta_t in ((1.0, 0.0), (2.5, 0.5), (0.7, 0.8), (4.0, 1.0)):
    ratio = exchange_numeric(rs_t, zeta_t) / exchange_formula(rs_t, zeta_t)
    assert abs(ratio - 1) < 3e-5     # truncated tail of the integral


# --- energies of the polarized and unpolarized determinants ---
def energy(rs, zeta):
    return kinetic_formula(rs, zeta) + exchange_numeric(rs, zeta)


rs_cross_numeric = brentq(lambda x: energy(x, 1.0) - energy(x, 0.0), 1, 4)
rs_cross = 3 * np.pi * (np.sqrt(2) + 1) / (8 * np.sqrt(2))
assert abs(rs_cross_numeric / rs_cross - 1) < 1e-4
zetas = np.linspace(0, 1, 11)
below = [energy(0.99 * rs_cross, z) for z in zetas]
above = [energy(1.01 * rs_cross, z) for z in zetas]
assert np.argmin(below) == 0 and np.argmin(above) == len(zetas) - 1

# --- worked example: model layer with effective mass and screening ---
density = 0.01                       # nm^-2
mass = 0.1                           # electron masses
epsilon = 10.0                       # dielectric constant
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_mev = const.physical_constants["Hartree energy in eV"][0] * 1e3
bohr_eff = bohr_nm * epsilon / mass
hartree_eff = hartree_mev * mass / epsilon**2
circle_radius = 1 / np.sqrt(np.pi * density)
rs = circle_radius / bohr_eff

# the same energies without effective units
mev = const.e * 1e-3
coupling = (const.e**2 / (4 * np.pi * const.epsilon_0 * epsilon)
            / mev * 1e9)             # meV nm
hbar2_over_2m = const.hbar**2 / (2 * mass * const.m_e) / mev * 1e18
for z in (0.0, 0.5):
    n_up, n_down = density * (1 + z) / 2, density * (1 - z) / 2
    kinetic_density = sum(
        quad(lambda k: hbar2_over_2m * k**3 / (2 * np.pi),
             0, np.sqrt(4 * np.pi * ns))[0] for ns in (n_up, n_down))
    t_direct = kinetic_density / density
    x_direct = coupling * exchange_real_space(n_up, n_down)
    assert abs(t_direct / (hartree_eff * kinetic_formula(rs, z)) - 1) < 1e-6
    assert abs(x_direct / (hartree_eff * exchange_formula(rs, z)) - 1) < 3e-5

print("CHECKS (atomic units)")
print(f"box count, rs=1, zeta=0.5: electrons = {electrons}")
print(f"box kinetic energy per electron = {kinetic_box:.5f} hartree")
print(f"formula kinetic energy = {kinetic_formula(1, 0.5):.5f} hartree")
print(f"rim potential of unit disc = {rim:.6f} (dimensionless)")
print(f"box exchange, rs=1, N={N1:.0f}: {ex1:.5f} hartree")
print(f"box exchange, rs=1, N={N2:.0f}: {ex2:.5f} hartree")
print(f"extrapolated to infinite N: {ex_limit:.5f} hartree")
print(f"real-space integral, rs=1: {exchange_numeric(1, 0):.5f} hartree")
print(f"formula exchange, rs=1: {exchange_formula(1, 0):.5f} hartree")
print(f"crossing of zeta=0 and zeta=1, formula: rs = {rs_cross:.4f}")
print(f"crossing, numerical exchange: rs = {rs_cross_numeric:.4f}")
print("WORKED EXAMPLE")
print(f"density = {density} nm^-2")
print(f"effective mass = {mass} electron masses")
print(f"dielectric constant = {epsilon}")
print(f"effective Bohr radius = {bohr_eff:.4f} nm")
print(f"effective Hartree = {hartree_eff:.4f} meV")
print(f"radius of circle per electron = {circle_radius:.4f} nm")
print(f"rs = {rs:.4f} (dimensionless)")
for z in (0.0, 0.5):
    t, x = kinetic_formula(rs, z), exchange_formula(rs, z)
    print(f"zeta = {z}")
    print(f"  k_up = {fermi_radius(rs, z):.4f} per effective Bohr radius")
    print(f"  k_down = {fermi_radius(rs, -z):.4f} per effective Bohr radius")
    print(f"  exchange spin factor = {x / exchange_formula(rs, 0):.4f}")
    print(f"  kinetic = {t:.4f} effective Hartree")
    print(f"  exchange = {x:.4f} effective Hartree")
    print(f"  sum = {t + x:.4f} effective Hartree")
    print(f"  kinetic = {t * hartree_eff:.3f} meV")
    print(f"  exchange = {x * hartree_eff:.3f} meV")
    print(f"  sum = {(t + x) * hartree_eff:.3f} meV")
print("success")
```

Running it gives:

```
CHECKS (atomic units)
box count, rs=1, zeta=0.5: electrons = 318330
box kinetic energy per electron = 0.62499 hartree
formula kinetic energy = 0.62500 hartree
rim potential of unit disc = 4.000000 (dimensionless)
box exchange, rs=1, N=22866: -0.59295 hartree
box exchange, rs=1, N=90922: -0.59657 hartree
extrapolated to infinite N: -0.60020 hartree
real-space integral, rs=1: -0.60021 hartree
formula exchange, rs=1: -0.60021 hartree
crossing of zeta=0 and zeta=1, formula: rs = 2.0111
crossing, numerical exchange: rs = 2.0112
WORKED EXAMPLE
density = 0.01 nm^-2
effective mass = 0.1 electron masses
dielectric constant = 10.0
effective Bohr radius = 5.2918 nm
effective Hartree = 27.2114 meV
radius of circle per electron = 5.6419 nm
rs = 1.0662 (dimensionless)
zeta = 0.0
  k_up = 1.3265 per effective Bohr radius
  k_down = 1.3265 per effective Bohr radius
  exchange spin factor = 1.0000
  kinetic = 0.4399 effective Hartree
  exchange = -0.5630 effective Hartree
  sum = -0.1231 effective Hartree
  kinetic = 11.969 meV
  exchange = -15.319 meV
  sum = -3.350 meV
zeta = 0.5
  k_up = 1.6246 per effective Bohr radius
  k_down = 0.9379 per effective Bohr radius
  exchange spin factor = 1.0953
  kinetic = 0.5498 effective Hartree
  exchange = -0.6166 effective Hartree
  sum = -0.0668 effective Hartree
  kinetic = 14.962 meV
  exchange = -16.779 meV
  sum = -1.818 meV
success
```
